Optimum Cooling Bias of a Normal-Insulator-Superconductor Contact

A gold island on a cold stage at 0.30 K is joined to a superconductor through a thin insulating barrier. A bias lets its electrons tunnel out, but states in the superconductor begin only at the gap edge, so mainly the hottest electrons leave and the rest cool. With too little bias hardly any electron reaches the gap edge. As the bias nears the gap more electrons leave, but each removes less heat on average. Beyond the gap, electrons from below the island's chemical potential leave too, and each of these heats the island. Somewhere near the gap the cooling is greatest, and the question is where.

**A quick estimate**

Let Δ be the gap, T the electron temperature of the island, V the bias, and

u = (Δ − eV)/kT

the depth of the bias below the gap in thermal energies. An electron at energy Δ + xkT lies (x + u)kT above the island's chemical potential and carries away that much heat. Near its edge the superconducting density of states varies as x^(−1/2). If the hot electrons follow Boltzmann statistics, their occupation is e^(−x−u). The number leaving is then proportional to e^(−u), and the mean of x, weighted with x^(−1/2)e^(−x), is Γ(3/2)/Γ(1/2) = 1/2. Hence

cooling ∝ (u + 1/2) e^(−u).

Its derivative is (1/2 − u)e^(−u), so the best depth is u = 1/2. The weak point is the Boltzmann factor: half a thermal energy above the chemical potential, Fermi statistics cannot be ignored. The optimum must be found with the full Fermi function.

**The heat current**

Energies E are counted from the chemical potential of the superconductor, and the bias raises that of the island by eV, with e > 0. The barrier is opaque, so electrons tunnel one at a time and keep their energy. Each electrode has a Fermi distribution, with temperature T in the island and T_S in the superconductor:

f(y) = 1/(e^(y/kT) + 1), f_S(y) = 1/(e^(y/kT_S) + 1).

Forward tunnelling at energy E is proportional to f(E−eV)[1−f_S(E)], backward tunnelling to f_S(E)[1−f(E−eV)]. In the difference the products cancel, leaving f(E−eV) − f_S(E). An electron that leaves removes energy E from an island with chemical potential eV, hence heat E − eV. Therefore

P = (1/e²R) ∫ N_S(E)(E−eV)[f(E−eV) − f_S(E)] dE,

N_S(E) = |E|/√(E²−Δ²) for |E| > Δ, and zero otherwise.

The prefactor is fixed by the current, which has the same integrand without the heat factor and the prefactor 1/(eR). With N_S = 1 it gives V/R, so R is the normal-state resistance. Positive P means cooling.

The negative energies can be folded onto the positive ones. Put E = −ε and use f(−y) = 1 − f(y), likewise for f_S. The integrand at −ε becomes

−(ε+eV)[f_S(ε) − f(ε+eV)].

Adding the integrand at +ε, the terms in f_S combine to −(ε−eV)f_S − (ε+eV)f_S = −2εf_S, so that

e²R P = ∫_Δ^∞ N_S(E)[(E−eV)f(E−eV) + (E+eV)f(E+eV) − 2E f_S(E)] dE.

The last term is heat flowing back from the superconductor, and it does not contain V. At a fixed gap, a hot superconductor weakens the cooling but leaves the optimum bias where it was. The expression is also unchanged when V → −V, so a contact cools equally in both directions of current.

**The low-temperature limit**

Let τ = kT/Δ be small, and set E = Δ(1+τx), eV = Δ(1−τu). Then

N_S = (1+τx)/√(2τx+τ²x²) = (2τx)^(−1/2)(1+τx)(1+τx/2)^(−1/2) ≈ (2τx)^(−1/2)(1+3τx/4),

because the last two factors contribute τx and −τx/4 to first order. The term with E + eV is of order e^(−2/τ) and is dropped. In the first term, E − eV and dE each supply a factor kT = τΔ, and the density of states supplies (2τ)^(−1/2). Apart from the constant backflow,

P = (Δ²/e²R)(τ^(3/2)/√2)[g(u) + (3τ/4)h(u)],

g(u) = ∫₀^∞ x^(−1/2)(x+u)n(x+u) dx, h(u) = ∫₀^∞ x^(1/2)(x+u)n(x+u) dx,

with n(y) = 1/(e^y+1). At leading order the task is to maximize g, a function without parameters.

It is convenient to use the Fermi integrals

F_j(η) = [1/Γ(j+1)] ∫₀^∞ x^j n(x−η) dx, j > −1.

For j > 0, differentiation with respect to η acts as −d/dx on n. Integrating by parts and using Γ(j+1) = jΓ(j) gives F_j′ = F_(j−1). This relation defines F_j for lower j. For η < 0, expanding n in powers of e^(η−x) and integrating gives

F_j(η) = e^η − e^(2η)/2^(j+1) + e^(3η)/3^(j+1) − …,

which also holds for the lower orders, since term-by-term differentiation reduces j by one.

Writing x^(−1/2)(x+u) = x^(1/2) + ux^(−1/2), with Γ(3/2) = √π/2 and Γ(1/2) = √π,

g(u) = √π[½F_(1/2)(−u) + uF_(−1/2)(−u)].

In the derivative, the first term gives −½F_(−1/2) and the second gives F_(−1/2) − uF_(−3/2):

g′(u) = √π[½F_(−1/2)(−u) − uF_(−3/2)(−u)].

The optimum therefore obeys

u = F_(−1/2)(−u)/[2F_(−3/2)(−u)].

For large u both series reduce to their first term, and the right side is 1/2, the Boltzmann answer. With z = e^(−u), the next term makes it ½(1 + z/√2), so Fermi statistics push the optimum deeper. At the depth in question z is not small, and a numerical root search with the complete functions gives

u₀ = 0.6645.

There F_(−1/2) = 0.3819 and F_(−3/2) = 0.2874, and indeed 0.3819/(2 × 0.2874) = 0.664. The optimum lies 0.66 thermal energies below the gap.

**Why there is one maximum**

Write F for F_(−1/2). Integrating its definition by parts gives

F(η) = (2/√π) ∫ a(x)k(η−x) dx,

where a(x) = √x for x > 0 and zero otherwise, and k(y) = −n′(y) = 1/[4cosh²(y/2)] is even. Both a and k are log-concave: their logarithms bend downwards. For such a function, if two pairs of arguments have the same sum, the inner pair has a product at least as large as the outer pair.

F inherits this property. Define M(η,s) = ∫ a(η−y)k(y−s) dy, which is proportional to F(η−s). For η₁ < η₂ and s₁ < s₂, write the difference M(η₁,s₁)M(η₂,s₂) − M(η₁,s₂)M(η₂,s₁) as a double integral over y₁ and y₂. The part containing k is antisymmetric under exchange of y₁ and y₂, so the integral folds onto y₁ < y₂ and becomes

∬ [a(η₁−y₁)a(η₂−y₂) − a(η₁−y₂)a(η₂−y₁)] × [k(y₁−s₁)k(y₂−s₂) − k(y₁−s₂)k(y₂−s₁)] dy₁dy₂.

In each bracket the first product has the inner arguments, so neither bracket is negative. Choosing η₂−η₁ = s₂−s₁ = d gives F(p)² ≥ F(p−d)F(p+d), which is log-concavity.

Hence F′/F does not increase with η. Since η = −u, the right side of the root condition, F/(2F′), does not increase with u, while the left side does. At u = 0 the right side is 0.796 and at large u it tends to 1/2, so there is one root, between these two values. For u ≤ 0 both terms of g′ are non-negative and the first is positive, because F and F′ are positive. Thus g rises up to u₀ and falls beyond it. This proof concerns the leading order in τ.

**Power, current and efficiency**

At the root g(u₀) = 0.8404, and division by √2 gives

P_max ≈ 0.594 (Δ²/e²R)(kT/Δ)^(3/2), before subtraction of the backflow.

A bias exactly at the gap, u = 0, yields 81% of this.

For the current, the same folding leaves f(E−eV) − f(E+eV), and f_S cancels. The low-temperature form is

I ≈ (Δ/eR)τ^(1/2)√π F_(−1/2)(−u)/√2,

which is 0.479(Δ/eR)τ^(1/2) at the optimum. With eV ≈ Δ, the efficiency is

P/(IV) ≈ (0.594/0.479)τ = 1.24 kT/Δ.

Each electron removes about a thermal energy, while the source spends about a gap energy on it. The superconductor receives IV + P.

**The first correction**

The number u₀ belongs to the limit τ → 0. At finite temperature the optimum obeys g′ + (3τ/4)h′ = 0. Because h depends on u through x + u, the u-derivative can be written as an x-derivative and integrated by parts:

h′(u) = ∫₀^∞ x^(1/2) (d/dx)[(x+u)n(x+u)] dx = −½g(u).

With u = u₀ + δ and g′(u₀) = 0, the condition becomes g″(u₀)δ − (3τ/8)g(u₀) = 0. Differentiating g′ gives

g″(u) = √π[uF_(−5/2)(−u) − (3/2)F_(−3/2)(−u)],

which is −0.5856 at u₀, where F_(−5/2) = 0.1515. Hence

δ = −[3 × 0.8404/(8 × 0.5856)]τ = −0.538τ,

u_opt ≈ 0.665 − 0.538 kT/Δ.

The optimum moves towards the gap because the true density of states falls more slowly than x^(−1/2). Near the optimum, where g is positive, the extra cooling h grows as the bias rises.

**Numbers for a contact**

Take Δ = 0.20 meV, R = 1 kΩ and electrons held at 0.30 K. Then kT = 25.85 µeV, τ = 0.129 and Δ²/(e²R) = 40 pW. The leading-order optimum is

V = 200 − 0.6645 × 25.85 = 182.8 µV,

with a power of 40 × 0.594 × 0.1293^(3/2) = 1.10 pW.

The full heat integral needs no expansion. The substitution |E| = Δ(1+s²) removes the singularity at the gap edge, Gauss-Legendre quadrature does the rest, and a one-dimensional search finds the maximum. With T_S = T:

T (K) | full depth (kT) | linear formula (kT) | P (pW)
0.05 | 0.653 | 0.653 | 0.076
0.10 | 0.642 | 0.641 | 0.220
0.20 | 0.622 | 0.618 | 0.641
0.30 | 0.603 | 0.595 | 1.196

At 0.30 K the three levels of argument compare as follows. The Boltzmann estimate puts the optimum at 200 − 12.9 = 187.1 µV, the leading-order theory at 182.8 µV, and the full integral at 184.4 µV (0.1844 mV). The rule of 0.66 thermal energies thus errs by 1.6 µV here, which matters little because the maximum is flat: using it costs 0.13% of the cooling power. The full peak power, 1.20 pW, is 8% above the leading-order value. The correction h raises it by more than the backflow lowers it.

At the full optimum the current is 38.0 nA and the source supplies 7.01 pW. The efficiency is 1.196/7.01 = 17%, and the superconductor must dispose of 8.2 pW.

**When the island cools itself**

A free island settles where tunnelling balances the heat from its lattice, which stays at T_b = 0.30 K:

P(V,T) = ΣΩ(T_b⁵ − T⁵).

Here Ω is the volume and Σ the electron-phonon coupling, roughly 2 nW/(µm³K⁵) for gold. Differentiating along the balance with respect to V,

∂P/∂V + (∂P/∂T + 5ΣΩT⁴) dT/dV = 0.

At the optimum the leading-order power, without backflow, varies as T^(3/2) because g′ = 0. The backflow depends on T_S, not on T. The bracket is therefore positive, and dT/dV vanishes where ∂P/∂V does. The coldest bias is the optimum for the final electron temperature, not for that of the bath.

For Ω = 0.2 µm³, with the superconductor kept at 0.30 K, solving the balance numerically and minimizing T over V gives 0.224 K at 188.1 µV. The phonon load there is 0.4 nW/K⁵ × (0.300⁵ − 0.224⁵) K⁵ ≈ 0.75 pW. The depth is 0.617kT for the cooled electrons but only 0.46 in units of the bath's thermal energy. An operator who used the bath temperature would set the bias too low, at 184.4 µV, but the minimum is flat and the island would end only about 1 mK warmer.

**Real contacts**

The chosen values lie in the rough range of thin-film electron refrigerators working below 1 K. The balance above assumes that the return contact adds no heat. With two identical cooling contacts in series, the total voltage and the cooling power at a given island temperature both double, since each contact cools in either current direction. The insulator may also be the depletion barrier of a heavily doped semiconductor taking the place of the gold, provided that it is opaque, that it leaks little below the gap (see below) and that the density of states behind it is smooth on the scale of Δ. The phonon law and coupling used here for gold do not carry over to that case.

The assumption most exposed is a cold superconductor, because it receives almost seven times the heat removed from the island. If it warms to an assumed 0.45 K while the island stays at 0.30 K, 76% of the cooling power remains at fixed gap. The gap itself also shrinks. Subtracting the zero-temperature BCS gap equation from that at T_S gives

ln(Δ₀/Δ) = 2∫₀^∞ f_S(Δcosh θ) dθ,

with Δ₀ the zero-temperature gap, here 0.20 meV. Its numerical solution is a reduction of 1.3 µeV at 0.45 K and 0.08 µeV at 0.30 K. The optimum bias follows the gap down by about 1.3 µV in the hot case.

States inside the gap let cold electrons through. They can be modelled by the Dynes form, which replaces E by E + iΓ in N_S and takes the real part. For an assumed Γ = 10⁻⁴Δ, the full integral at 0.30 K loses 0.24% of its peak power, and the optimum moves by about 0.001kT. The loss grows with Γ and on cooling. At 0.30 K it is 2.4% for Γ = 10⁻³Δ and 23% for Γ = 10⁻²Δ, where the optimum lies 0.15kT deeper. At 0.05 K it is 4.5% for Γ = 10⁻⁴Δ and 45% for Γ = 10⁻³Δ.

Electrons can also enter the superconductor in pairs (Andreev reflection), which leaves all the source's energy in the island. An order-of-magnitude conductance for this process is R_sheet/R²: two tunnelling events give 1/R², and diffusion near the barrier supplies a resistance of about one film square. With R_sheet = 0.5 Ω the heat V²R_sheet/R² is about 0.02 pW, of the order of 1% of the peak power, and the optimum lies deeper by something of the order of 0.01kT. The estimate takes the conductance as constant. It is uncertain in both directions. Pair tunnelling grows as the energy nears the gap edge, which raises the heat. But the two electrons stay in phase only over a length √(ħD/eV), with D the diffusion constant, about 0.2 µm for an assumed D = 140 cm²/s, and in a junction wider than this the heat can be ten or more times smaller. With a constant conductance the heat hardly depends on temperature, whereas the cooling falls as T^(3/2). At 0.05 K the same estimate again gives about 0.02 pW, roughly a quarter of the 0.076 pW available. How much pair tunnelling matters there depends on the size and shape of the junction, which this estimate does not resolve.

The rule therefore needs kT well below Δ, yet not so low that leakage or pair tunnelling competes with the cooling. It also needs electrons that share a common temperature. If they do not thermalize among themselves, no single kT sets the distance from the gap.

All numerical values are calculated from the stated model.
